# Average stress in a planar oxide growing at constant rate

A calculation of wafer bending or film stress during oxidation must decide what to store for the oxide: one fixed film stress, one force that evolves, or the stress of every layer with its age. If all layers form with the same stress and relax exponentially with the same time constant, one evolving force is enough. For growth at constant rate, a fixed film stress fails once the growth time is comparable with the relaxation time: the thickness average falls, at late times as the inverse of time, while the force tends to a constant.

## Model and result

A flat oxide film grows on a thick, stiff substrate. Its thickness is \(h(t)=vt\), with constant rate \(v\) and no oxide at \(t=0\). Let \(\sigma\) be the equal in-plane stress, \(\sigma_{xx}=\sigma_{yy}=\sigma\), counted positive in tension. The film is free to move along its normal \(z\), so \(\sigma_{zz}=0\). Every new layer forms with stress \(\sigma_0\), which is negative for a compressed oxide, and relaxes completely with time constant \(\tau\). The average stress is

\[
\bar\sigma(t)=\sigma_0\frac{\tau}{t}\left(1-e^{-t/\tau}\right)
\;\longrightarrow\;\sigma_0\frac{\tau}{t}\qquad (t\gg\tau).
\]

The force per unit width, \(F=h\bar\sigma\), tends to \(\sigma_0v\tau\). These relations contain no unit-dependent constant and keep their form in atomic units.

## The relaxation time of one layer

The exponential follows from a linear Maxwell solid, in which elastic and viscous strains add. Let \(E\) be Young's modulus, \(\nu\) Poisson's ratio and \(\eta\) the shear viscosity. Hooke's law gives the in-plane elastic strain

\[
\varepsilon^{\rm el}_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu)\sigma}{E}.
\]

Viscous flow is driven by the deviatoric stress, the part left after the mean stress is removed. The mean is \((\sigma+\sigma+0)/3=2\sigma/3\), so

\[
s_{xx}=\sigma-\frac{2\sigma}{3}=\frac{\sigma}{3},\qquad
\dot\varepsilon^{\rm visc}_{xx}=\frac{s_{xx}}{2\eta}=\frac{\sigma}{6\eta}.
\]

Once formed, a layer is bonded to a substrate that does not deform, and its total in-plane strain is fixed. The two strain rates must cancel:

\[
\frac{1-\nu}{E}\,\dot\sigma+\frac{\sigma}{6\eta}=0
\quad\Rightarrow\quad
\dot\sigma=-\frac{\sigma}{\tau},\qquad
\tau=\frac{6\eta(1-\nu)}{E}.
\]

Relaxation goes to zero because the film can change its thickness: flow at constant volume converts in-plane elastic strain into a normal displacement.

That displacement can be sized. At formation the elastic normal strain is \(-2\nu\sigma_0/E\). After full relaxation the elastic strain is gone, and each in-plane viscous strain equals the original elastic one, \((1-\nu)\sigma_0/E\). Constant volume in flow then requires a normal strain \(-2(1-\nu)\sigma_0/E\). The change is

\[
\Delta\varepsilon_{zz}=-\frac{2(1-\nu)\sigma_0}{E}+\frac{2\nu\sigma_0}{E}
=-\frac{2(1-2\nu)\sigma_0}{E}.
\]

A compressed layer thickens as it relaxes. The example below gives 0.57% of the layer thickness, which is neglected in \(h=vt\).

## Summing the layers

The layer formed between times \(s\) and \(s+ds\) has thickness \(v\,ds\) and age \(t-s\) at time \(t\). On a stiff substrate, adding later layers does not alter its strain. Its contribution to the force is therefore its thickness times its own relaxed stress:

\[
F(t)=\int_0^t\sigma_0e^{-(t-s)/\tau}\,v\,ds.
\]

Put \(a=t-s\). Then \(ds=-da\), the limits become \(t\) and \(0\), and reversing them removes the minus sign:

\[
F(t)=\sigma_0v\int_0^t e^{-a/\tau}da
=\sigma_0v\left[-\tau e^{-a/\tau}\right]_0^t
=\sigma_0v\tau\left(1-e^{-t/\tau}\right).
\]

Division by \(h=vt\) cancels \(v\) and gives the stated average. The growth rate sets the force but not the average stress at a given time.

For \(t\ll\tau\), the expansion \(e^{-t/\tau}=1-t/\tau+t^2/(2\tau^2)-\dots\) gives

\[
\bar\sigma=\sigma_0\left(1-\frac{t}{2\tau}+\dots\right).
\]

The relative drop \(t/(2\tau)\) is the mean age of the layers, \(t/2\), divided by \(\tau\). For \(t\gg\tau\), the average differs from the tail \(\sigma_0\tau/t\) by the fraction \(e^{-t/\tau}\) of that tail. The difference is 1% at \(t=\tau\ln100\approx4.6\tau\).

## What an implementation must store

Differentiating the force integral produces one term from its upper limit, where the age is zero, and one from the exponential:

\[
\dot F=\sigma_0v-\frac{F}{\tau}.
\]

The first term is force supplied by new oxide; the second is force lost by relaxation. At late times they balance, so \(F\) is constant and the average falls because the same force is shared by a thicker film.

Over a time step \(\Delta t\) with constant \(v\), \(\sigma_0\) and \(\tau\), multiply the equation by \(e^{t/\tau}\). The left side and the relaxation term combine into a total derivative:

\[
\frac{d}{dt}\left(Fe^{t/\tau}\right)=\sigma_0v\,e^{t/\tau}.
\]

Integrating over the step and multiplying by \(e^{-(t+\Delta t)/\tau}\) gives the update

\[
F_{n+1}=F_ne^{-\Delta t/\tau}+\sigma_0v\tau\left(1-e^{-\Delta t/\tau}\right),
\qquad h_{n+1}=h_n+v\Delta t.
\]

The average is \(F_{n+1}/h_{n+1}\). This update needs no layer history, provided that all layers share the same \(\tau\) during the step. If the relaxation rate depends on each layer's own stress, one force is not enough: the stress profile must be kept, or the thickness and age of each layer when all follow the same relaxation curve.

For growth at the inner interface, a layer now at distance \(y\) from that interface has age \(y/v\). The profile is

\[
\sigma(y)=\sigma_0e^{-y/(v\tau)},\qquad 0\le y\le vt.
\]

The late film is thus a stressed skin of fixed thickness scale \(v\tau\) next to the substrate, under a growing thickness of nearly relaxed oxide. A small average does not mean a small interface stress, which remains \(\sigma_0\).

## Worked example: silicon in dilute steam

The inputs are rough values for silicon oxidized at 1273 K in 7.6 Torr of steam: \(v=0.10\) nm/min, \(\sigma_0=-300\) MPa, \(\eta=10^{14}\) Pa s, \(E=70\,000\) MPa and \(\nu=0.17\). Growth lasts 1200 min. The relaxation time is

\[
\tau=\frac{6\times10^{14}\times0.83}{7.0\times10^{10}}\ {\rm s}
=118.6\ {\rm min}.
\]

A three-dimensional Maxwell calculation with these moduli, fixed in-plane strain and a free normal direction gives \(-40.6\) MPa at age \(2\tau\), in agreement with \(-300e^{-2}\) MPa.

The skin scale is \(v\tau=11.9\) nm and the final thickness is 120 nm. Since \(t/\tau=10.12\) at the end, the exponential is negligible and

\[
\bar\sigma=-300\times\frac{118.6}{1200}=-29.6\ {\rm MPa}.
\]

| Time (min) | Average (MPa) | Tail (MPa) | Force (N/m) |
|---:|---:|---:|---:|
| 60 | −235.4 | −592.9 | −1.41 |
| 120 | −188.7 | −296.4 | −2.26 |
| 300 | −109.1 | −118.6 | −3.27 |
| 600 | −58.9 | −59.3 | −3.53 |
| 1200 | −29.6 | −29.6 | −3.56 |

The averages were also obtained by adding layers one at a time and integrating \(\dot\sigma=-\sigma/\tau\) in each; they agree with the closed formula to the digits shown. At 60 min the tail exceeds the formation stress in magnitude, so it cannot be used there. With the rate held constant, it is accurate to 1% from 546 min onward, and between 600 and 1200 min the average halves while the force changes by less than 1%. These two statements depend on the imposed constant rate. When transport slows the growth as described below (\(A=400\) nm), the average never comes closer than about 7% to the tail, and the force falls by 15% between 600 and 1200 min.

The final average is \(-1.85\times10^{-4}\) eV/Å\(^3\), and the limiting force is \(-0.222\) eV/Å\(^2\).

## Starting oxide and interrupted growth

Suppose an oxide of thickness \(h_0\) is present at \(t=0\) with stress \(\sigma_0\). Its force \(h_0\sigma_0\) decays and adds to that of the new layers, while the total thickness is \(h_0+vt\):

\[
\bar\sigma=\sigma_0
\frac{h_0e^{-t/\tau}+v\tau(1-e^{-t/\tau})}{h_0+vt}.
\]

For \(h_0=2\) nm the final average is \(-29.2\) MPa instead of \(-29.6\) MPa. The old oxide has relaxed by then and merely dilutes the stress.

The inverse-time law also requires growth to continue. If growth stops at \(t_1\), the supply term vanishes, the thickness is fixed, and

\[
\bar\sigma(t)=\bar\sigma(t_1)e^{-(t-t_1)/\tau},\qquad t>t_1.
\]

Stopping the example at 600 min and holding it at temperature until 1200 min leaves \(-0.37\) MPa. Continued growth leaves \(-29.6\) MPa after the same total time. The slow tail comes from the supply of fresh stressed oxide, although each layer relaxes exponentially.

## Which assumptions produce the inverse time

Replace the exponential by a general relaxation function \(\phi(a)\), with \(\phi(0)=1\). At constant growth rate the same sum gives

\[
\bar\sigma(t)=\frac{\sigma_0}{t}\int_0^t\phi(a)\,da.
\]

If the integral approaches a finite, nonzero time \(T\), then \(\bar\sigma\to\sigma_0T/t\). An exponential is sufficient, with \(T=\tau\), but not necessary.

Two cases fail this condition. If a fraction \(r\) of the stress never relaxes, \(\phi=r+(1-r)e^{-a/\tau}\), and at late times

\[
\bar\sigma\simeq r\sigma_0+(1-r)\sigma_0\frac{\tau}{t}.
\]

The average reaches a plateau. For \(r=0.1\) and \(t=1000\tau\) it is \(0.1009\,\sigma_0\). If instead \(\phi=(1+a/\tau)^{-1/2}\), the integral grows without limit:

\[
\bar\sigma=2\sigma_0\frac{\tau}{t}
\left[\left(1+\frac{t}{\tau}\right)^{1/2}-1\right]
\simeq2\sigma_0\left(\frac{\tau}{t}\right)^{1/2}.
\]

Doubling the time from \(10^4\tau\) to \(2\times10^4\tau\) multiplies this average by 0.709, near \(1/\sqrt2\) and far from one half.

Constant-rate growth is not necessary either. For exponential relaxation and a general thickness \(h(t)\),

\[
F(t)=\sigma_0\int_0^t e^{-a/\tau}\,\dot h(t-a)\,da.
\]

When \(\dot h\) varies slowly over a time \(\tau\), expand \(\dot h(t-a)\simeq\dot h(t)-a\ddot h(t)\). For \(t\gg\tau\) the upper limit can be taken to infinity. Since \(\int_0^\infty e^{-a/\tau}da=\tau\) and \(\int_0^\infty ae^{-a/\tau}da=\tau^2\),

\[
F\simeq\sigma_0\left(\tau\dot h-\tau^2\ddot h\right).
\]

For \(h\propto t^n\) with \(n>0\), \(\dot h/h=n/t\), and the leading average is \(n\sigma_0\tau/t\). Parabolic growth, \(n=1/2\), keeps the inverse time but halves its coefficient. Direct integration at \(t=200\tau\) gives a coefficient of 0.501. An observed inverse-time decay therefore does not establish constant-rate growth.

## Stress acting back on oxidation

In this model the newest layer always has stress \(\sigma_0\). If the interface reaction depends on that stress, its rate changes by a constant factor at fixed temperature and steam pressure, and the factor is absorbed in \(v\). In the linear-parabolic law below, \(A\) then changes by the inverse factor, because the product \(Av\) is set by transport. Transport through the older oxide is different, because its thickness and stress profile change.

Transport is included through the linear-parabolic law \(h^2+Ah=Avt\), where \(v\) now denotes the initial rate. Differentiation gives

\[
(2h+A)\dot h=Av\quad\Rightarrow\quad
\dot h=\frac{v}{1+2h/A}.
\]

Constant-rate growth thus requires \(2h\ll A\), whereas the stress tail requires \(t\gg\tau\). Both can hold only if \(v\tau\ll A\). With \(A=400\) nm, the example reaches about 97 nm rather than 120 nm, and the average becomes \(-25.5\) MPa, 14% smaller in magnitude than the constant-rate result.

Pressure in the oxide can also slow diffusion. Take \(D=D_0\exp(-pV_D/k_BT)\), with pressure \(p=-2\sigma/3\), the negative of the mean stress. Each layer's resistance to transport is multiplied by the inverse factor, so

\[
\dot h=v\left[1+\frac{2}{A}\int_0^h
e^{p(y)V_D/k_BT}\,dy\right]^{-1}.
\]

With \(V_D=0.075\) nm\(^3\), the thickness falls further to about 94 nm, but the average changes slightly the other way, to \(-25.8\) MPa. The reason can be seen by treating the extra resistance of the stressed skin as constant, which is an approximation. It then acts as an increase of \(A\) at fixed product \(Av\). From the linear-parabolic law,

\[
\frac{t\dot h}{h}=\frac{A+h}{A+2h},
\]

which rises toward one when \(A\) grows or \(h\) falls. Growth is closer to constant-rate, and the leading average \(\sigma_0\tau\dot h/h\) is slightly larger in magnitude at the same time. This argument applies only for \(t\gg\tau\). Earlier, while the skin resistance is still building up, the shift has the opposite sign: at 300 min the average is \(-105.9\) MPa with the pressure effect and \(-106.4\) MPa without it, and the two are nearly equal at 600 min.

## Stress-assisted flow

At high stress the viscosity may fall. A thermally activated form is \(\eta_{\rm eff}=\eta x/\sinh x\). The size of the argument is the work done by the maximum shear stress \(|\sigma|/2\) on half the flow volume \(V_f\), divided by \(k_BT\): \(|x|=(|\sigma|/2)(V_f/2)/(k_BT)\). Hence \(x=\sigma/\sigma_f\), where \(\sigma_f=4k_BT/V_f\); its sign does not affect \(x/\sinh x\). Replacing \(\eta\) in the single-layer equation gives

\[
\dot\sigma=-\frac{\sigma}{\tau}\,\frac{\sinh x}{x}
=-\frac{\sigma_f}{\tau}\sinh\frac{\sigma}{\sigma_f}.
\]

Fresh layers relax faster than old ones, so the force equation with one \(\tau\) no longer closes. The general average still applies, because every layer follows the same relaxation curve. Its inverse-time limit also holds, because relaxation becomes exponential once \(|\sigma|\ll\sigma_f\) and the time integral is finite. For \(V_f=0.30\) nm\(^3\) the effective time is \(T=108.9\) min. With constant-rate growth restored, the final average is \(-27.2\) MPa, 8% smaller in magnitude than in the linear model.

## Wafer bending and cooling

For oxide on one face, let the substrate have thickness \(h_s\) and biaxial modulus \(M_s\). Write its in-plane strain as \(e+\kappa z\), with \(z\) measured from its midplane toward the film. For a thin film, force and moment balance give

\[
M_sh_se+F=0,\qquad
\frac{M_sh_s^3}{12}\kappa+F\frac{h_s}{2}=0,
\]

and hence

\[
e=-\frac{F}{M_sh_s},\qquad
\kappa=-\frac{6F}{M_sh_s^2},\qquad
e+\frac{\kappa h_s}{2}=-\frac{4F}{M_sh_s}.
\]

A compressive film gives \(\kappa>0\): the film side extends and becomes convex. Curvature follows the force, so it saturates during growth at constant rate. A steady curvature is therefore compatible with continuing relaxation; the average stress is obtained by dividing the force by the current thickness. If growth slows, the force can pass a maximum and then fall. In the linear-parabolic example without pressure-dependent diffusion, the final force has magnitude \(97\ {\rm nm}\times25.5\ {\rm MPa}\approx2.5\) N/m, below the constant-rate limit of 3.56 N/m. It passes a maximum of about 3.0 N/m near 380 min and never reaches that limit.

For a 725 µm wafer with \(M_s=180\,000\) MPa, the limiting curvature at constant growth rate is \(2.26\times10^{-4}\) m\(^{-1}\). The resulting change in film stress is 0.009 MPa, which supports the stiff-substrate assumption here. The wafer modulus used is the room-temperature value for a (100) surface; at 1273 K it is roughly 10% lower, which raises the curvature and this stress change by about as much. Equal films on both faces would cancel the bending.

Cooling has a much larger effect. With film modulus \(M_f=E/(1-\nu)=84\,337\) MPa and an expansion difference, silicon minus oxide, of \(3.5\times10^{-6}\) K\(^{-1}\), elastic cooling to 300 K adds

\[
-84\,337\times3.5\times10^{-6}\times973=-287\ {\rm MPa}.
\]

This is nearly ten times the remaining growth stress. A room-temperature measurement must have the thermal part removed before it can test the growth law; relaxation during cooling would change both parts.

## Relation to real oxidation

The example describes a slow, dilute-steam process; atmospheric pressure is a hundred times higher. Scaling the linear rate with pressure to 760 Torr, while holding temperature, \(A\), \(\sigma_0\) and \(\tau\) fixed, gives \(v=10\) nm/min and \(v\tau=1186\) nm, well above \(A\). Constant-rate growth then ends before the stress has relaxed. After 1200 min the linear-parabolic film is about 2000 nm thick with an average of \(-17.1\) MPa, compared with \(-29.6\) MPa from the constant-rate formula. Holding \(\tau\) fixed is an idealization here, because oxide grown at higher steam pressure holds more water and is less viscous. With a tenfold smaller viscosity, \(v\tau\) is 119 nm, below \(A\), and the final average is only \(-1.6\) MPa. The viscosity is the least certain input, since it depends strongly on temperature and water content. A tenfold larger value would make 1200 min only about one relaxation time, and the constant-rate average would be about \(-189\) MPa, as in the 120 min row of the table. The single-force update is therefore suitable for flat films with nearly uniform \(\tau\), while the limit \(\sigma_0\tau/t\) also requires a nearly constant growth rate, several relaxation times of growth, complete relaxation of each layer, and a starting oxide much thinner than the grown film. The full set of values is in the numerical output.

## Numbers as computed

```
Temperature: 1273 K; steam: 7.6 Torr
Growth rate v: 0.10 nm/min; duration: 1200 min
Stress at formation s0: -300 MPa
Viscosity: 1.0e+14 Pa s
Young modulus: 70000 MPa; Poisson ratio: 0.17
Film biaxial modulus: 84337 MPa
Relaxation time tau: 118.6 min
Maxwell stress at age 2 tau: -40.60 MPa
Duration/tau: 10.12
Stressed skin scale v*tau: 11.86 nm
Final thickness: 120.0 nm
t(min), layer sum(MPa), formula(MPa), tail(MPa), force(N/m)
60, -235.43, -235.43, -592.86, -1.413
120, -188.68, -188.68, -296.43, -2.264
300, -109.13, -109.13, -118.57, -3.274
600, -58.91, -58.91, -59.29, -3.535
1200, -29.64, -29.64, -29.64, -3.557
Time when tail error is 1 percent: 546.0 min
Layer sum/tail at that time: 0.9900
Limiting force s0*v*tau: -3.557 N/m
Limiting force: -0.2220 eV/angstrom^2
Final average: -1.850e-04 eV/angstrom^3
Final average, growth stopped at half time: -0.374 MPa
Parabolic growth, average*t/(s0*tau): 0.5013
Slow relaxation, average(2t)/average(t): 0.7092
10 percent residual, late average/s0: 0.1009
Starting oxide 2.0 nm: average -29.16 MPa
Linear-parabolic length A: 400 nm
Linear-parabolic thickness: 96.7 nm
Linear-parabolic average: -25.54 MPa
Diffusion activation volume: 0.075 nm^3
With pressure: thickness 93.8 nm
With pressure: average -25.78 MPa
At 760 Torr: linear rate 10.0 nm/min
At 760 Torr: v*tau 1186 nm
At 760 Torr: thickness 2001 nm
At 760 Torr: average -17.12 MPa
Flow activation volume: 0.30 nm^3
Stress-assisted flow: effective time 108.9 min
Stress-assisted flow: average -27.22 MPa
Layer thickness change on relaxing: 0.566 %
Wafer: 725 um, 180000 MPa biaxial
Wafer curvature, one face: 2.255e-04 1/m
Film stress change by compliance: 0.0092 MPa
Expansion difference: 3.5e-06 1/K
Cooling stress at 300 K: -287.2 MPa
```
